# The von Weizsaecker Coefficient from Linear Response: One Ninth and One, part 2

How large a multiple of the von Weizsaecker energy $T_W$ must be added to the Thomas-Fermi energy $T_{TF}$ to give the kinetic energy $T_s[n]$ of a density wave? $T_s[n]$ is the lowest kinetic energy of non-interacting, spin-unpolarized electrons of mass $m$ at zero temperature with density $n(\mathbf r)$, and

$$T_W[n]=\frac{\hbar^2}{8m}\int\frac{|\nabla n|^2}{n}\,d^3r,\qquad T_{TF}[n]=\int t_0(n(\mathbf r))\,d^3r .$$

The ground state in a potential $v(\mathbf r)$ obeys, with multiplier $\mu$,

$$\frac{\delta T_s}{\delta n(\mathbf r)}+v(\mathbf r)=\mu .$$

The uniform gas in volume $V$ has density $n_0=k_F^3/(3\pi^2)$, Fermi wavenumber $k_F$, Fermi energy $E_F=\hbar^2k_F^2/2m$ and kinetic energy per volume $t_0=\frac35E_Fn_0\propto n_0^{5/3}$.

A weak potential $v\cos(\mathbf q\cdot\mathbf r)$ gives the density $n_0+A\cos(\mathbf q\cdot\mathbf r)$, with $A=\chi_0(q)\,v$. With $\varepsilon_k=\hbar^2k^2/2m$ and $z$ along $\mathbf q$, the first-order orbitals are

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}\left[1+c_+e^{i\mathbf q\cdot\mathbf r}+c_-e^{-i\mathbf q\cdot\mathbf r}\right].$$

The kinetic energy per volume rises by $A^2K/4$. With $\eta=q/(2k_F)$,

$$K(q)=-\frac{1}{\chi_0(q)}=\frac{K_0}{F(\eta)},\qquad K_0=\frac{\pi^2\hbar^2}{mk_F}=\frac23\frac{E_F}{n_0},$$

$$F(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .$$

The kernel of $T_{TF}$ is $K_0$ (`K_TF` in the program output); that of $T_W$ is $K_W=3\eta^2K_0$.

For $\eta<1$, $F=1-\frac{\eta^2}{3}-\frac{\eta^4}{15}-\dots$, where the coefficient of $\eta^{2j}$ with $j\ge1$ is $-1/(4j^2-1)$, and

$$\frac{K}{K_0}=1+\frac{\eta^2}{3}+\frac{8\eta^4}{45}+\dots$$

This gives the slow-wave functional $T_{TF}+\frac19T_W$. Its expansion also requires a small reduced gradient $|\nabla n|/(2k_F(n)\,n)$, with $k_F(n)=(3\pi^2n)^{1/3}$, which diverges in an exponential density tail.

For $\eta>1$,

$$F=\frac1{3\eta^2}+\frac1{15\eta^4}+\frac1{35\eta^6}+\dots,\qquad \frac{K}{K_0}=3\eta^2-\frac35-\frac{24}{175\,\eta^2}-\dots$$

The leading term is $K_W$ with coefficient 1.

In the numerical example $n_0=0.05$ Å$^{-3}$, $k_F=1.13972$ Å$^{-1}$, $\hbar^2/m=7.61996$ eV Å$^2$ and $K_0=65.99$ eV Å$^3$. The program diagonalizes the Hamiltonian of electrons in a potential $v_0\cos(qx)$, fills the orbitals, and computes the density and $T_s$ from them.

### Why the coefficient becomes one

The first-order orbitals show the reason. The relative density modulation of the orbital $\mathbf k$ has amplitude $2(c_++c_-)$, where $c_\pm=(v/2)/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})$. Inserting the energies,

$$2(c_++c_-)=-\frac{2mv}{\hbar^2}\left[\frac1{q^2+2qk_z}+\frac1{q^2-2qk_z}\right]=-\frac{4mv}{\hbar^2q^2}\,\frac1{1-4k_z^2/q^2}.$$

An occupied orbital has $|k_z|\le k_F$, so $4k_z^2/q^2$ is at most $1/\eta^2$. When $q\gg2k_F$, all occupied orbitals acquire nearly the same relative modulation. Between $k_z=k_F$ and $k_z=0$ the ratio is $1/(1-1/\eta^2)$, which is $1.067$ at $\eta=4$ and $1.016$ at $\eta=8$. The program tests this ratio by diagonalization.

Averaging the modulation over the Fermi sphere reproduces the expansion. There $\langle k_z^2\rangle=k_F^2/5$, so

$$\chi_0=-\frac{4mn_0}{\hbar^2q^2}\left(1+\frac{4k_F^2}{5q^2}+\dots\right)=-\frac{4mn_0}{\hbar^2q^2}\left(1+\frac1{5\eta^2}+\dots\right).$$

The inverse of the bracket times $3\eta^2$ gives $3\eta^2-3/5$. The constant $-3/5$ therefore comes from the motion of the electrons along $\mathbf q$.

### Rapid plane waves of any strength

The result can be extended beyond weak waves. Let the density depend on $x$ alone, with period $a=2\pi/q$ and mean $n_0$, and let it be smooth and positive everywhere. Write $n=n_0g^2$ with $g>0$. Angle brackets now denote the average over one period, so $\langle g^2\rangle=1$. The shape of the wave is held fixed as a function of $qx$ while $q$ grows. The argument encloses $T_s$ between two bounds.

**Lower bound.** Choose the potential $w(x)=(\hbar^2/2m)\,g''/g$ and define $h=-(\hbar^2/2m)\nabla^2+w$. Then $hg=0$. Since $g$ has no zeros, it is the ground state of $h$, and all eigenvalues of $h$ are at least zero. The potential energy of the density $n$ in $w$ is, after one integration by parts,

$$\int wn\,d^3r=\frac{\hbar^2n_0}{2m}\int gg''\,d^3r=-\frac{\hbar^2n_0}{2m}\int g'^2\,d^3r=-T_W .$$

The last equality holds because $|\nabla n|^2/n=4n_0g'^2$. For any set of $N$ occupied orthonormal orbitals with density $n$, the kinetic energy is the sum of the expectation values of $h$ minus $\int wn\,d^3r$:

$$T=T_W+\sum_i\langle\psi_i|h|\psi_i\rangle\ \ge\ T_W+\text{(sum of the $N$ lowest eigenvalues of $h$)}.$$

In particular, $T_s\ge T_W$.

The eigenvalues needed are $\hbar^2k_\perp^2/2m+\varepsilon(k)$, where $\mathbf k_\perp$ is the transverse wavevector and $\varepsilon(k)$ is the lowest band for motion along $x$. Higher bands lie above the bottom of the lowest one by an energy of order $\hbar^2q^2/m$, so for large $\eta$ they stay empty. To find $\varepsilon(k)$ at small $k$, write the orbital as $g\phi$. Using $hg=0$, the eigenvalue equation becomes

$$(g^2\phi')'=-\frac{2m\varepsilon}{\hbar^2}\,g^2\phi,\qquad \phi(x+a)=e^{ika}\phi(x).$$

At $k=0$ the solution is $\phi=1$ with $\varepsilon=0$. The band is even in $k$, so $\varepsilon$ starts at order $k^2$. At first order in $k$ the equation then says that $g^2\phi'$ is a constant $C$. The change of $\phi$ over one period must be $ika$ at this order, so $C\,a\langle1/g^2\rangle=ika$, or $C=ik/\langle1/g^2\rangle$.

Now integrate the equation over one period to second order. The left side gives $g^2\phi'$ at the start of the period times $e^{ika}-1$, which is $C\,ika=-k^2a/\langle1/g^2\rangle$. The right side gives $-2m\varepsilon a/\hbar^2$, since $\langle g^2\rangle=1$. Therefore

$$\varepsilon(k)=r\,\frac{\hbar^2k^2}{2m}+\dots,\qquad r=\frac1{\langle1/g^2\rangle}=\frac1{\langle n/n_0\rangle\langle n_0/n\rangle}\le1 .$$

The inequality follows from the Cauchy-Schwarz inequality, $1=\langle g\cdot g^{-1}\rangle^2\le\langle g^2\rangle\langle1/g^2\rangle$. The omitted terms are smaller by a factor of order $k^2/q^2$, because $q$ is the one scale in the problem besides $k$. Motion along $x$ has a reduced kinetic energy, equivalent to a mass $m/r$. The electron passes quickly through the regions of low density and slowly through those of high density.

The lowest levels must now be filled. In the variables $(\mathbf k_\perp,\sqrt r\,k)$ the energy is that of free electrons, while the number of states per volume is multiplied by $1/\sqrt r$. If the filled sphere in these variables has radius $\kappa_F$, then

$$n_0=\frac{\kappa_F^3}{3\pi^2\sqrt r},\qquad \kappa_F^2=r^{1/3}k_F^2 .$$

The mean energy per electron is $\frac35\hbar^2\kappa_F^2/2m$. The sum of the lowest eigenvalues per volume is therefore $t_0r^{1/3}$, up to relative corrections of order $1/\eta^2$.

**Upper bound.** Use as trial orbitals

$$\psi=\frac{g(x)}{\sqrt V}\,e^{i\mathbf k_\perp\cdot\mathbf r}\,e^{iS(x)},\qquad S'(x)=\frac{rk}{g^2(x)} .$$

The average of $S'$ is $k$, so $\psi$ has Bloch wavenumber $k$. Orbitals with different wavevectors are orthogonal as long as $|k|<q/2$. Each orbital has the density $g^2/V$, so together they have the density $n$. The kinetic energy of one orbital is

$$\frac{\hbar^2}{2m}\left[\langle g'^2\rangle+k_\perp^2+\langle g^2S'^2\rangle\right],\qquad \langle g^2S'^2\rangle=r^2k^2\langle1/g^2\rangle=rk^2 .$$

The first term, summed over the electrons, is $T_W$. Filling the same ellipsoid as before gives

$$\frac{T_s}{V}\le\frac{T_W}{V}+t_0r^{1/3}.$$

The ellipsoid extends to $|k|=\kappa_F/\sqrt r=k_Fr^{-1/3}$, so this bound requires $k_Fr^{-1/3}<q/2$, that is, $\eta>r^{-1/3}$.

The two bounds meet as $\eta$ grows:

$$\frac{T_s}{V}=\frac{T_W}{V}+t_0(n_0)\,r^{1/3}+O(t_0/\eta^2).$$

For a fixed shape, $T_W$ grows as $q^2$ while the second term stays fixed. The ratio $T_s/T_W$ therefore tends to 1 for a plane wave of any strength.

### Recovering the constant, and a numerical case

For $n=n_0(1+\alpha\cos qx)$ with $\alpha=A/n_0$ small, $\langle n_0/n\rangle=1+\langle\alpha^2\cos^2qx\rangle+\dots=1+\alpha^2/2+\dots$. This gives $r^{1/3}=1-\alpha^2/6+\dots$. The change of the second term is

$$-\frac{\alpha^2}{6}\cdot\frac35E_Fn_0=-\frac{E_FA^2}{10n_0}=\frac{A^2}{4}\left(-\frac{2E_F}{5n_0}\right)=\frac{A^2}{4}\left(-\frac35K_0\right),$$

where the last step uses $K_0=\frac23E_F/n_0$. This is the constant in the large-$q$ expansion, now with a mechanism: the modulation lowers the levels for motion along the wave by the factor $r$, and the electrons refill them, moving from large $k_\perp$ to larger $|k|$. In the filled sphere in $(\mathbf k_\perp,\sqrt r\,k)$ each direction carries one third of the energy, so, for $\eta\gg1$ and with $T_W$ counted separately, one third of the reduction of $T_s-T_W$ appears in the motion along the wave and two thirds in the transverse motion, up to corrections of order $1/\eta^2$.

For a strong wave at $\eta=8$, the density varies between $0.640$ and $1.418$ times the mean. The program finds $T_W=24.23228$ eV per electron and $r=0.924740$, so $r^{1/3}=0.974256$. With $t_0/n_0=2.96940$ eV,

$$24.23228+0.974256\times2.96940=27.12524\ \text{eV},$$

compared with $T_s=27.12496$ eV from the orbitals. At $\eta=4$ the same formula gives $6.17211+0.973761\times2.96940=9.06360$ eV, compared with $9.06245$ eV. In both cases the formula lies slightly above $T_s$, as an upper bound must. The excess falls from about $1.1$ to $0.3$ meV per electron, in line with the $1/\eta^2$ correction.

### Between the limits

For weak waves, define an effective coefficient by requiring that $T_{TF}+\lambda T_W$ have the correct kernel at a given $\eta$:

$$\lambda(\eta)=\frac{1/F(\eta)-1}{3\eta^2}.$$

The expansions give $\lambda=\frac19+\frac{8\eta^2}{135}+\dots$ at small $\eta$ and $\lambda=1-\frac8{15\eta^2}+\dots$ at large $\eta$. Since $F(1)=\frac12$, $\lambda(1)=\frac13$.

The function rises steadily between these values. For $\eta<1$, $1-F$ is a power series in $\eta^2$ with positive coefficients and is smaller than 1. The series for $1/F=1+(1-F)+(1-F)^2+\dots$ then also has positive coefficients, and $\lambda$ increases. For $\eta>1$, set $y=1/\eta^2$ and

$$S(y)=3\sum_{j\ge1}\frac{y^{j-1}}{4j^2-1},\qquad F=\frac{yS}{3},\qquad \lambda=\frac1S-\frac y3 .$$

$S$ increases with $y$, so $\lambda$ decreases with $y$ and increases with $\eta$. The diagonalization gives the following values.

| $\eta$ | $K/K_0$ | $\lambda$ |
|---|---|---|
| 0.08 | 1.00214 | 0.1115 |
| 0.40 | 1.0584 | 0.1216 |
| 0.80 | 1.3384 | 0.1762 |
| 2.00 | 11.361 | 0.8634 |
| 4.00 | 47.391 | 0.9665 |

Most of the change takes place between $\eta=0.8$ and $\eta=2$, around the singular point $q=2k_F$. No constant $\lambda$ reproduces the response at all wavelengths.

### Use in a program

The coefficient of $\int|\nabla n|^2/n\,d^3r$ in the slow-wave functional is $\hbar^2/72m=7.61996/72=0.10583$ eV Å$^2$, or $1/72$ in Hartree atomic units. The full von Weizsaecker coefficient is nine times larger.

A minimization also needs the functional derivative. The integrand $|\nabla n|^2/n$ contributes $-|\nabla n|^2/n^2$ through its dependence on $n$ and $-\nabla\cdot(2\nabla n/n)=-2\nabla^2n/n+2|\nabla n|^2/n^2$ through its dependence on $\nabla n$. The sum gives

$$\frac{\delta T_W}{\delta n}=\frac{\hbar^2}{8m}\left[\frac{|\nabla n|^2}{n^2}-\frac{2\nabla^2n}{n}\right]=-\frac{\hbar^2}{2m}\frac{\nabla^2\sqrt n}{\sqrt n}.$$

The second form follows from $\nabla^2\sqrt n=\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})$. It suggests storing $\sqrt n$ as the variable, which also keeps the density from becoming negative.

This derivative shows what the choice of $\lambda$ does in a density tail. Suppose that $v\to0$ far from a finite system and that $n\propto e^{-\kappa x}$ there. The Thomas-Fermi term, proportional to $n^{2/3}$, vanishes. The Euler equation for $T_{TF}+\lambda T_W$ becomes

$$\lambda\,\frac{\hbar^2}{8m}(\kappa^2-2\kappa^2)=\mu,\qquad \kappa^2=\frac{8m|\mu|}{\lambda\hbar^2}.$$

The highest occupied orbital, with energy $\varepsilon_H<0$, decays as $\exp(-\sqrt{2m|\varepsilon_H|}\,x/\hbar)$. Its density, which dominates the tail, has $\kappa^2=8m|\varepsilon_H|/\hbar^2$. If $\mu$ were equal to $\varepsilon_H$, the value $\lambda=1$ would give this decay, and $\lambda=1/9$ would make $\kappa$ three times too large. In a minimization $\mu$ depends on $\lambda$ and differs from $\varepsilon_H$. For two non-interacting electrons in the potential $-2/r$ (Hartree units, $\varepsilon_H=-2$), $\mu$ is $-0.73$ for $\lambda=1$ and $-0.95$ for $\lambda=1/9$, so $\kappa$ is $0.60$ and $2.1$ times the exact value. The value $\lambda=1$ gives the right relation between $\kappa$ and $\mu$, not the right $\kappa$. The slow-wave coefficient is thus unsuitable in the region where its expansion parameter diverges.

An implementation can be checked against the kernels. Evaluate the functional per volume for $n_0+A\cos(qx)$ with $A$ well below $n_0$, subtract the uniform value, and multiply by $4/A^2$. The result for $T_{TF}+\lambda T_W$ must be $K_0(1+3\lambda\eta^2)$. This checks the prefactors and the gradient routine. Whether the functional is adequate for a given density is a separate question. For a weakly modulated density it is answered by comparing $1+3\lambda\eta^2$ with $1/F(\eta)$ at the wavenumbers that the density contains. The kernels describe the second order in the amplitude only, so this comparison does not settle the question for a density that falls far below its mean.

A functional meant for all wavelengths can keep $T_{TF}+T_W$ and add a nonlocal term. For weak waves the kernel of that term must be

$$K_0\left[\frac1{F(\eta)}-1-3\eta^2\right],$$

which tends to zero at small $\eta$ and to $-\frac85K_0$ at large $\eta$. The large-$\eta$ limit is the sum of the $-\frac35K_0$ derived above and the $-K_0$ that removes the Thomas-Fermi kernel.

The numerical check computes the density and kinetic energy from diagonalized orbitals, without using the Lindhard function for either. It compares the response and the kernel with the formulas at six values of $\eta$, and it tests the strong slow and strong rapid waves separately.

## Computed results

```
hbar^2/m = 7.61996 eV A^2
n0 = 0.05 1/A^3, kF = 1.13972 1/A, EF = 4.9490 eV
K_TF = 65.9866 eV A^3
uniform kinetic energy per electron = 2.96940 eV
1/F small eta, coefficients of eta^0, eta^2, eta^4: 1 1/3 8/45
1/F large eta, coefficients of eta^2, eta^0, eta^-2: 3 -3/5 -24/175
Weak waves; K/K_TF: Lindhard, diagonalization, 1+eta^2/3, 3eta^2-3/5; then lambda
eta=0.08 q=0.1824 1/A: 1.002141 1.002141 1.002133 -0.580800; 0.11150
eta=0.16 q=0.3647 1/A: 1.008652 1.008652 1.008533 -0.523200; 0.11266
eta=0.40 q=0.9118 1/A: 1.058390 1.058390 1.053333 -0.120000; 0.12165
eta=0.80 q=1.8235 1/A: 1.338352 1.338356 1.213333 1.320000; 0.17623
eta=2.00 q=4.5589 1/A: 11.361004 11.361018 2.333333 11.400000; 0.86342
eta=4.00 q=9.1177 1/A: 47.391169 47.391218 6.333333 47.400000; 0.96648
remainder at eta=0.16: 1.186e-04, next term 1.165e-04
remainder at eta=4: -8.782e-03, next term -8.571e-03
lambda from 0.11126 (eta=0.05) to 0.98515 (eta=6), monotonic
Strong slow waves, v0 = 0.25 EF = 1.2372 eV; eV per electron
eta=0.16: n/n0 from 0.6430 to 1.3813
  Ts=3.0833254 TF=3.0823293 W=0.0088324
  error TF=-0.99605 meV, TF+W/9=-0.01467 meV
  (Ts-TF)/W = 0.112772
eta=0.08: n/n0 from 0.6402 to 1.3836
  Ts=3.0840969 TF=3.0838472 W=0.0022392
  error TF=-0.24971 meV, TF+W/9=-0.00092 meV
  (Ts-TF)/W = 0.111521
extrapolated to q=0: 0.111104; 1/9 = 0.111111
deviation from 1/9 shrinks by 4.052 when q is halved
eta=4: orbital response at kx=kF over kx=0: 1.06667
eta=8: orbital response at kx=kF over kx=0: 1.01587
Strong rapid waves, v0 = 1.2 eta^2 n0 K_TF; eV per electron
eta=4: v0=63.35 eV, n/n0 from 0.6365 to 1.4216
  Ts=9.06245 W=6.17211 (Ts-t0)/W=0.98719
  (Ts-W)/t0=0.973378, r=0.923329, r^(1/3)=0.973761
eta=8: v0=253.39 eV, n/n0 from 0.6398 to 1.4176
  Ts=27.12496 W=24.23228 (Ts-t0)/W=0.99683
  (Ts-W)/t0=0.974165, r=0.924740, r^(1/3)=0.974256
```
